Born Effective Charges as Mixed Derivatives of the Electric Enthalpy

## 1. The electric enthalpy and its mixed derivative

Move one sublattice κ of an insulating crystal by a small vector u, the same in every unit cell, and apply a uniform electric field 𝓔. The lowest-order term of the energy per cell that can depend on both is linear in each. It must also be a scalar, while u and 𝓔 are vectors. This fixes its form:

W = −Σ_αβ 𝓔_α Z_αβ u_β. (1)

Here α and β run over the Cartesian directions. A field times a length is a voltage, and W is an energy, so Z has the dimension of charge. Both u and 𝓔 change sign under inversion, so their product does not, and an inversion centre at the atom does not forbid the coupling. An inversion that exchanges two sublattices makes their tensors equal. In a cell of just two such atoms, as in diamond, the sum rule met in the second half then forces Z = 0, and the coupling begins at higher order.

The symmetry of the atomic site restricts the tensor further. Let S be a rotation that leaves the crystal and the chosen atom in place. Rotating u and 𝓔 together cannot change W, which requires Z = S Z Sᵀ. A twofold rotation about x has S = diag(1, −1, −1). It turns Z_xy into −Z_xy, so Z_xy = 0, and likewise Z_yx, Z_xz and Z_zx vanish. A second twofold axis along y removes Z_yz and Z_zy. A threefold axis along the cube diagonal permutes x, y and z, and makes the three diagonal elements equal. At a site with all these rotations, Z is one number times the unit matrix. At a site of low symmetry all nine elements may differ, and Z_xy need not equal Z_yx.

If (1) is part of a potential energy, it gives two responses at once. Its negative derivative with respect to 𝓔_α is an induced dipole Σ_β Z_αβ u_β, and its negative derivative with respect to u_β is an induced force Σ_α 𝓔_α Z_αβ. The same tensor then governs both. Symmetry and dimensions do not show that such a potential energy exists when the electrons readjust to every displacement and every field. That has to be proved, and the electric enthalpy is the function that does it.

**The two definitions.** Let Ω be the cell volume, P the macroscopic polarization and F_κ the force on one atom of sublattice κ. The claim is

Z*_κ,αβ = Ω ∂P_α/∂u_κβ |_𝓔 = ∂F_κβ/∂𝓔_α |_u. (2)

The first index belongs to the polarization or the field, the second to the displacement or the force. The cell is fixed in shape and size. Charges are counted in units of the elementary charge e, and an electron has charge −1. The usual Born effective charge is the value of (2) at 𝓔 = 0.

The field 𝓔 is the total macroscopic field inside the crystal, which includes the part produced by the polarization itself. It is held constant while the atoms move. Since u is the same in every cell, the crystal stays periodic with its original cell.

**The functional.** A charge q at position r in a uniform field feels the force q𝓔, so its potential energy is −q𝓔·r. Summed over the charges of a cell this gives −𝓔·p, where p = ΩP is the dipole per cell. In a crystal the sum over positions needs care, because an electron cannot be assigned to one cell. P is therefore understood as the polarization of the periodic insulator, which the second half constructs explicitly for a chain. The energy functional in the field is

G(x; u, 𝓔) = E(x; u) − 𝓔·p(x; u). (3)

E is the Kohn–Sham energy per cell: kinetic, Hartree, exchange-correlation and ionic terms, all evaluated with cell-periodic potentials. The variables x describe the occupied orbitals. The energy of the macroscopic field itself, proportional to Ω𝓔², is left out. At fixed cell it does not depend on u, so it contributes nothing to a mixed derivative.

Three features of (3) carry the proof. The field enters explicitly in the second term alone, and linearly. Neither E nor p contains 𝓔 except through x. And both are smooth functions of x and u near the stationary state of an insulator, which is all that the derivatives below require.

**Orbital variables.** The orbitals must stay orthonormal, and it is convenient to build this into the variables. Take a finite mesh of k points and a finite basis. At each k, let ψ_n⁰ be the occupied orbitals of a reference state and ψ_c⁰ the empty ones. Neighbouring states are generated by complex numbers z_cn:

φ_n = ψ_n⁰ + Σ_c z_cn ψ_c⁰,
ψ_n = Σ_m φ_m (S^(−1/2))_mn,  S_mn = ⟨φ_m|φ_n⟩. (4)

The matrix S^(−1/2) restores orthonormality, since S^(−1/2) S S^(−1/2) = 1. The real and imaginary parts of all z_cn are the independent real variables x_i. No constraint is left, so no Lagrange multipliers are needed.

Mixing the occupied orbitals among themselves is left out on purpose. It changes neither the density nor the occupied space, and so changes neither E nor P. Had it been included, G would have flat directions and the inverse matrix used below would not exist.

If the basis functions travel with the atoms, their overlaps depend on u. One then first orthonormalizes the basis at each u, and x refers to coefficients in that orthonormal basis. The extra dependence on u becomes part of the explicit dependence of E and p on u. The proof does not ask where that dependence comes from.

**The enthalpy.** For given u and 𝓔 the electrons settle at a state x⁰(u, 𝓔) where G is stationary and locally a minimum:

∂G/∂x_i = 0 at x = x⁰(u, 𝓔), for every i. (5)

The electric enthalpy per cell is the value reached there:

Φ(u, 𝓔) = G(x⁰(u, 𝓔); u, 𝓔). (6)

The word "locally" matters. In an infinite crystal the potential energy of an electron falls without limit in the direction opposite to 𝓔. Moving an electron from a valence state to a conduction state far enough away therefore always lowers the energy, and no global minimum exists. For a small field and a finite mesh, the state that evolves continuously from the zero-field insulator is still a local minimum, and (5) refers to it. The derivatives at 𝓔 = 0 need only this state in an arbitrarily small field.

**First derivative with respect to the field.** The chain rule applied to (6) gives

∂Φ/∂𝓔_α = ∂G/∂𝓔_α + Σ_i (∂G/∂x_i)(∂x_i⁰/∂𝓔_α). (7)

Every term of the sum vanishes by (5). The orbitals do respond to the field, but at a stationary point their response does not change G to first order. The remaining term follows from (3), where 𝓔_α multiplies −p_α:

∂Φ/∂𝓔_α = −p_α = −ΩP_α. (8)

**First derivative with respect to position.** In the same way,

∂Φ/∂u_β = ∂G/∂u_β + Σ_i (∂G/∂x_i)(∂x_i⁰/∂u_β) = ∂G/∂u_β. (9)

This derivative is minus the force. In a crystal of N cells the total enthalpy is NΦ. Moving the sublattice by du moves N atoms, each subject to the same force F, and the enthalpy falls by N F·du. Hence dΦ = −F·du, and

F_β = −∂Φ/∂u_β = −∂E/∂u_β |_x + Σ_α 𝓔_α ∂p_α/∂u_β |_x. (10)

The last term is the pull of the field on whatever charge is carried along when x is frozen. The first term also depends on the field, indirectly, because x⁰ does.

Equation (10) needs converged orbitals. If (5) is not satisfied, the frozen derivative ∂G/∂u_β is taken at a state other than x⁰. It then differs in general from the derivative of (6), by an amount of first order in the error of the orbitals, and the force loses its link with the enthalpy.

**Second derivatives.** P and F are now both first derivatives of one function. The equality (2) follows if the order of differentiation of Φ does not matter. This can be shown directly, and the calculation also yields a useful formula. Define at the stationary point

K_ij = ∂²G/∂x_i∂x_j,  f_iβ = ∂²G/∂x_i∂u_β,  g_iα = ∂²G/∂x_i∂𝓔_α. (11)

Condition (5) holds for all u, so its total derivative with respect to u_β is zero. The same is true for 𝓔_α:

Σ_j K_ij ∂x_j⁰/∂u_β + f_iβ = 0,
Σ_j K_ij ∂x_j⁰/∂𝓔_α + g_iα = 0. (12)

At a nondegenerate minimum all eigenvalues of K are positive, so K can be inverted:

∂x_i⁰/∂u_β = −Σ_j (K⁻¹)_ij f_jβ,
∂x_i⁰/∂𝓔_α = −Σ_j (K⁻¹)_ij g_jα. (13)

Now differentiate ∂Φ/∂𝓔_α, which by (7) equals ∂G/∂𝓔_α at x⁰, with respect to u_β. Both the explicit dependence and the dependence through x⁰ contribute:

∂²Φ/∂u_β∂𝓔_α = ∂²G/∂u_β∂𝓔_α + Σ_i g_iα ∂x_i⁰/∂u_β
= ∂²G/∂u_β∂𝓔_α − Σ_ij g_iα (K⁻¹)_ij f_jβ. (14)

In the other order, start from ∂Φ/∂u_β = ∂G/∂u_β and differentiate with respect to 𝓔_α:

∂²Φ/∂𝓔_α∂u_β = ∂²G/∂𝓔_α∂u_β + Σ_i f_iβ ∂x_i⁰/∂𝓔_α
= ∂²G/∂𝓔_α∂u_β − Σ_ij f_iβ (K⁻¹)_ij g_jα. (15)

The explicit terms agree because G is a smooth function of independent variables. The double sums agree because K is symmetric, hence K⁻¹ is too, and exchanging the names i and j turns one sum into the other. The two orders give the same result.

Insert (8) on one side and (10) on the other:

Ω ∂P_α/∂u_β = −∂²Φ/∂u_β∂𝓔_α = −∂²Φ/∂𝓔_α∂u_β = ∂F_β/∂𝓔_α. (16)

This is (2). It was derived at any field for which a nondegenerate local minimum exists, not just at zero field.

**Where it fails.** In a metal the number of occupied states changes from one k to another, so neither the variables (4) nor the dipole p of a periodic insulator is smoothly defined, and a static uniform field cannot be sustained inside. In an insulator whose direct gap closes during the displacement, mixing an empty state into an occupied one at the same k costs no band energy, and K can no longer be relied on to be invertible.

The polarization of a periodic crystal is defined up to a lattice vector times an integer charge, divided by Ω. Such a shift adds to Φ a term linear in 𝓔 and independent of u. It drops out of (16), provided that one continuous branch of P is followed.

The condition of fixed 𝓔 is also essential. Suppose instead that D = ε₀𝓔 + P is held constant, at the value for which 𝓔 is zero before the atom moves, with all vectors along one principal axis. Moving the atom by du then creates a field d𝓔 = −dP/ε₀. If χ is the electronic susceptibility at fixed positions,

dP = (Z*/Ω) du + ε₀χ d𝓔 = (Z*/Ω) du − χ dP,
Ω dP/du = Z*/(1 + χ). (17)

The dipole per displacement is now the Born charge divided by the electronic dielectric constant 1 + χ, and no longer the Born charge itself.

**A case with one variable.** Let a core of charge Q sit at u, and let an electron shell of charge −q sit at x. A spring k ties the shell to the core, and a spring k′ ties it to a fixed neighbour at the origin:

G = ½k(x − u)² + ½k′x² − 𝓔(Qu − qx). (18)

Stationarity gives k(x − u) + k′x + q𝓔 = 0, so x = (ku − q𝓔)/(k + k′). The dipole is Qu − qx, and its derivative at fixed 𝓔 is Q − qk/(k + k′). The force on the core is −∂G/∂u = k(x − u) + Q𝓔. Its derivative at fixed u is −kq/(k + k′) + Q, the same number.

For k′ → 0 the shell follows the core and the charge is Q − q, that of a rigid ion. For k → 0 the shell stays behind and the charge is Q. The Born charge measures how far the electrons follow the atom, and the force measures how strongly displaced electrons pull on it.

## 2. The Born tensor of a zigzag chain

The symbols carried over are these. G(x; u, 𝓔) = E − 𝓔·p is the energy functional per cell, with p = ΩP the dipole per cell and x the independent orbital variables. At the state where G is stationary it equals the electric enthalpy Φ. The first half showed that ∂Φ/∂𝓔_α = −p_α, that the force is F_β = −∂G/∂u_β at frozen x, and that both responses equal −∂²Φ/∂u_β∂𝓔_α. Since ∂G/∂𝓔_α = −p_α, equation (14) can be written at zero field as

Z*_αβ = ∂p_α/∂u_β |_x − Σ_ij (∂p_α/∂x_i)(K⁻¹)_ij ∂²E/∂x_j∂u_β, (19)

where K is the matrix of second derivatives of E with respect to x. The first term is the charge carried along with frozen orbital variables. The second is the dipole made by the relaxation of the electrons. The division depends on the choice of variables, but the sum does not.

**The model.** A planar chain repeats along x with period a = 4.0 Å and is finite along y. Each cell holds an anion at (0, 0) and a cation at (1.8, 0.6) Å. Each atom has one orbital and a core of charge +1, and there are two electrons per cell, so the cell is neutral. The orbital energies are −1.5 eV on the anion and +1.5 eV on the cation. These are round model parameters and describe no particular material.

An anion has two cation neighbours, at d₁ = (1.8, 0.6) Å in its own cell and at d₂ = (−2.2, 0.6) Å in the cell to the left. The hopping depends on the bond length:

t_m = 1.5 eV · exp[−(|d_m| − 2.0 Å)/λ],  λ = 1.0 Å. (20)

Let c_A(k) and c_C(k) be the anion and cation amplitudes of the occupied Bloch state, with |c_A|² + |c_C|² = 1. The Hamiltonian h(k) has the orbital energies on its diagonal and h_AC = −(t₁ + t₂ e^(−ika)) off it. With N mesh points and two spins,

E = (2/N) Σ_k c†hc + (U/4)(n_A² + n_C²),  n_i = (2/N) Σ_k |c_i|². (21)

The second term is a mean-field on-site repulsion with U = 1.0 eV. It makes E nonlinear in the density, as a density functional is. No repulsion between cores is included. Being independent of the field and of the electrons, it would shift the forces but not their field derivatives.

**The dipole.** Along y the chain is finite, and the dipole is a sum of charge times position, p_y = Σ_i (1 − n_i) y_i. Along x, consider a ring of N cells with length Na. A position on a ring is meaningful through functions that repeat after one turn, such as exp(−iΔk x) with Δk = 2π/(Na). For the N electrons of one spin, take the expectation value of exp(−iΔk Σx), where the sum runs over the electrons. For a Slater determinant this is the determinant of the matrix ⟨ψ_k|e^(−iΔk x)|ψ_k′⟩. Treat each orbital as a point at its atom, so that e^(−iΔk x) is diagonal in the orbital basis. The sum over cells then makes this element vanish unless k′ = k + Δk, and then it equals

S_k = Σ_i c_i*(k) c_i(k + Δk) e^(−iΔk x_i). (22)

The matrix has one entry per row, displaced cyclically, so its determinant is (−1)^(N−1) Π_k S_k.

Now let the electrons be centred at X in the first cell, X + a in the next, and so on. The sum of their positions is NX + aN(N − 1)/2. Multiplied by −Δk, this gives the phase −2πX/a − π(N − 1). The second part is the same sign (−1)^(N−1), and it cancels. Therefore

X = −(a/2π) Im ln Π_k S_k,  p_x = x_A + x_C − 2X. (23)

Identifying the phase of an average with the average position requires the phase to fluctuate little. In an insulator the variance of the total position grows as N, while Δk² falls as 1/N², so the identification improves as the mesh is refined. If all electrons sit on one atom, S_k = e^(−iΔk x_i) and (23) gives X = x_i, as it must.

**Orbitals in the field.** Vary the amplitudes c at one k point, with δc orthogonal to c. The band energy changes by (4/N) Re δc†hc. The repulsion adds the potential Un_i/2 on orbital i, because the derivative of Un_i²/4 is Un_i/2. The field along y adds 𝓔_y y_i, positive because an electron has negative charge.

The field along x enters through −𝓔_x p_x, whose electronic part is 2𝓔_x X. The amplitudes at k occur in two of the factors of (23), those that link k to its neighbours. Let c₊ be the amplitudes at k + Δk multiplied by e^(−iΔk x_i), and c₋ those at k − Δk multiplied by e^(+iΔk x_i). The change of ln S_k is δc†c₊/(c†c₊). The change of ln S_(k−Δk) is the complex conjugate of δc†c₋/(c†c₋). Conjugation reverses the sign of an imaginary part, so

δX = −(a/2π) Im δc†[c₊/(c†c₊) − c₋/(c†c₋)] = (a/2π) Re δc†w,
w = i[c₊/(c†c₊) − c₋/(c†c₋)]. (24)

The last form uses Re(iz) = −Im z. Multiply δX by 2𝓔_x and collect everything with the common factor 4/N. Stationarity becomes

h̃c + (𝓔_x aN/4π) w = εc, (25)

where h̃ is h with the two added potentials. Since c†w = i(1 − 1) = 0, the Hermitian matrix wc† + cw† acts on c as w. One adds it to h̃ with the prefactor of (25), diagonalizes at every k, takes the lower state, and repeats until the states no longer change.

With 32 mesh points the band gap at zero field is 2.64 eV. A field of 0.001 V/Å produces a potential energy difference of 0.001 × 4.0 × 32 = 0.128 eV around the ring. This is far below the gap, so carrying an electron across the ring does not pay for its excitation.

**Dipole per displacement.** Move the cation along x by ±0.001 Å without a field. The self-consistent dipoles are 1.4451425 and 1.4401710 e Å, and

Z*_xx = (1.4451425 − 1.4401710)/0.002 e = 2.486 e. (26)

**Force per field.** Leave the atoms in place and apply ±0.001 V/Å along x. The force is the negative derivative of G with frozen amplitudes, taken by a central difference in the cation position. Its x components are −1.3230527 and −1.3280242 eV/Å. One eV/Å divided by one V/Å is one elementary charge, so

Z*_xx = (−1.3230527 + 1.3280242)/0.002 e = 2.486 e. (27)

The two calculations share the model but follow different paths: one never uses a field, the other never relaxes the electrons at displaced positions. Each force is large compared with its change. It pulls the cation back towards the anion in its own cell, because the model has no core repulsion and the structure is not in equilibrium. Equation (16) does not require equilibrium of the atoms, just that of the electrons.

Repeating this for both directions gives the in-plane tensor of the cation, with the same four decimals by either road:

Z*_xx = 2.4857 e,  Z*_xy = 0.1641 e,
Z*_yx = 0.1253 e,  Z*_yy = 0.6322 e. (28)

In SI units the xx element is 3.98 × 10⁻¹⁹ C. Moving the anion instead gives the same numbers with opposite signs. If all atoms and electrons of a neutral cell are shifted together, the energy and the dipole are unchanged, so the Born charges of the cell add up to zero.

**Static charge and relaxation.** The static charge of the cation is 1 − n_C = 0.578 e. The element Z*_yy is close to it, but Z*_xx is more than four times larger. Equation (19) shows where the difference comes from. The variables are the real and imaginary parts of one mixing amplitude z per k point, 64 in all, and the derivatives are taken numerically.

The lowest eigenvalue of K is 0.3303 eV, and it can be understood. Mixing in the empty state at one k point raises the band energy by (2/N)|z|² times the local gap, which contributes 4/N times that gap to the second derivative. The repulsion adds a term that cannot be negative. It vanishes for the phase of z that leaves the occupations unchanged to first order. The minimum is therefore 4/N times the smallest local gap. The diagonal of h̃ does not depend on k, so the two levels lie symmetrically about a fixed mean and the smallest local gap is the band gap itself. This gives 4 × 2.6427/32 = 0.3303 eV. The gap is what keeps K invertible.

For the xx element the two parts of (19) are

0.5801 e + 1.9057 e = 2.4858 e. (29)

The frozen part is nearly the static charge. To see why, differentiate (23) with respect to x_C at fixed amplitudes. Each factor S_k contributes −iΔk c_C*(k)c_C(k + Δk)e^(−iΔk x_C)/S_k to the derivative of the logarithm. As the mesh is refined this tends to −iΔk|c_C|². Since aΔk/2π = 1/N, the derivative of X tends to (1/N)Σ_k |c_C|² = n_C/2, and that of p_x to 1 − n_C. The small excess of 0.5801 over 0.5782 belongs to the finite mesh.

The relaxation part says that the centre of the electron pair moves by −1.9057/2 = −0.95 Å per ångström of cation displacement, in addition to the frozen motion. The electrons run against the cation. Negative charge moving backwards adds to positive charge moving forwards, and the Born charge grows.

**The weak-hopping limit.** The sign can be derived when the hopping is small compared with D, the separation of the cation and anion levels on the diagonal of h̃. To first order the anion orbital acquires the amplitude t_m/D on neighbour m, hence the weight w_m = (t_m/D)². Corrections that make neighbouring orbitals orthogonal affect the centre at fourth order in the hopping. With the anion at the origin and the cation at r,

p_α = r_α − 2 Σ_m w_m d_mα. (30)

By (20), t_m² falls as exp(−2|d_m|/λ), and the derivative of |d_m| with respect to r_β is d_mβ/|d_m|. At this order D is constant, and

Z*_αβ = (1 − 2Σ_m w_m) δ_αβ + (4/λ) Σ_m w_m d_mα d_mβ/|d_m|. (31)

The first term is the static charge. The second comes from the change of the bonds: a stretched bond loses electrons and a compressed one gains them. A move along x stretches one bond and compresses the other, while a move along +y stretches both. Its diagonal elements cannot be negative. They are large along x, where the bonds mainly point, and small along y. For xy the two bonds have opposite signs, since d₁ points right and d₂ left. The bond lengths are √3.60 = 1.90 Å and √5.20 = 2.28 Å, so w₁/w₂ = exp(2 × 0.383) ≈ 2.2. The factors |d_mx d_my|/|d_m| are nearly equal, 0.57 and 0.58 Å, so the shorter bond wins and the element is positive.

The relaxation part of (19), whose xx, xy, yx and yy elements are 1.9057, 0.1641, 0.1253 and 0.0539 e, has these signs, and its xx element dominates in the same way. The chain itself is outside the limit. With both electrons on the anion, D = 3.0 − 1.0 = 2.0 eV, not much more than the 1.5 eV scale of the hopping. With these values (31) gives a static charge of −1.0 e and a bond term of 7.4 e for xx, so it accounts for the signs of the relaxation part and not for the numbers in (28). Equation (31) is symmetric in α and β, while (28) is not. The asymmetry appears beyond leading order, and no symmetry of the chain forbids it. It makes the index order in (2) matter: 0.1641 e is the x dipole per y displacement and the y force per x field.

**The element yx.** This element shows both responses in simple terms. Since p_y = (1 − n_C) y_C, moving the cation along x changes p_y through n_C alone:

Z*_yx = −y_C ∂n_C/∂x_C,  ∂n_C/∂x_C = −0.1253/0.6 = −0.209 Å⁻¹. (32)

The cation loses electrons as it moves right. In the other experiment, a field along y raises the electron energy on the cation by 0.6 Å × 𝓔_y relative to the anion. The electrons redistribute, the bonds change, and a force along x appears. The theorem equates this force per field with the dipole in (32), although one concerns bond strengths and the other a charge transfer.

**A nonzero field.** In the field (0.01, 0.02) V/Å the dipole is (1.45665, 0.34871) e Å, and minus the numerical slope of the minimized enthalpy gives the same values, as (8) requires. The xx element is 2.5046 e by either road on the 32-point mesh, and about 0.0003 e higher for a long chain. It has grown by 0.019 e, or 0.8% of its zero-field value. To first order in the field, the change of Z*_αβ = ∂p_α/∂u_β is Σ_γ 𝓔_γ ∂²p_α/∂𝓔_γ∂u_β, the rate at which the electronic polarizability changes as the cation moves. The two definitions remain equal to each other while their common value changes.

**The mesh.** For 8, 32 and 128 k points, Z*_xx is 2.4839, 2.4857 and 2.4858 e, both from the dipole and from the force. The value depends slightly on the mesh, but the equality does not wait for convergence. The proof treats G as a function of finitely many variables, and each mesh supplies such a function. Agreement between the two responses therefore shows that energy, dipole and force are consistent with each other; it does not show that the mesh is fine enough.
